# Double- and Triple-Quantum Nutation of Quadrupolar Spins under Weak Irradiation: a numerical check

```python
"""
Result under test: weak resonant irradiation of a quadrupolar spin makes the
outer levels m = +I and m = -I nutate at
    spin 1   (double quantum): 2   * nu1**2 / nuQ
    spin 3/2 (triple quantum): 3/2 * nu1**3 / nuQ**2
Hamiltonian divided by h, in the rotating frame:
    H = offset*Iz + (nuQ/2)*(Iz^2 - I(I+1)/3) + nu1*(Ix cos(phase) + Iy sin(phase))
nuQ: spacing of adjacent single-quantum lines; nu1: irradiation strength.
All frequencies are ordinary frequencies in kHz, all times are in ms.
"""
import numpy as np
import sympy as sp


def spin_operators(spin):
    m = spin - np.arange(int(round(2 * spin)) + 1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    ix = (raising + raising.T) / 2
    iy = (raising - raising.T) / 2j
    return ix, iy, np.diag(m)


def hamiltonian(spin, nuQ, nu1, offset=0.0, phase=0.0):
    ix, iy, iz = spin_operators(spin)
    quad = nuQ / 2 * (iz @ iz - spin * (spin + 1) / 3 * np.eye(len(iz)))
    return offset * iz + quad + nu1 * (np.cos(phase) * ix + np.sin(phase) * iy)


def outer_splitting(spin, nuQ, nu1):
    """For nuQ > 0 the outer pair are the two highest levels."""
    levels = np.linalg.eigvalsh(hamiltonian(spin, nuQ, nu1))
    return levels[-1] - levels[-2]


def leading_nutation(spin, nuQ, nu1):
    return 2 * nu1**2 / nuQ if spin == 1 else 1.5 * nu1**3 / nuQ**2


def closed_nutation(spin, nuQ, nu1, root=np.sqrt):
    if spin == 1:
        return root(nuQ**2 / 16 + nu1**2) - nuQ / 4
    return nu1 + (root(nuQ**2 - 2 * nuQ * nu1 + 4 * nu1**2)
                  - root(nuQ**2 + 2 * nuQ * nu1 + 4 * nu1**2)) / 2


def numerical_effective(spin, nuQ, nu1, phase):
    """Exact outer eigenvectors projected on m = +I, -I and orthonormalised."""
    values, vectors = np.linalg.eigh(hamiltonian(spin, nuQ, nu1, phase=phase))
    left, _, right = np.linalg.svd(vectors[[0, -1], -2:])
    basis = left @ right
    bare = hamiltonian(spin, nuQ, 0.0)[0, 0].real
    return basis @ np.diag(values[-2:] - bare) @ basis.conj().T


def populations(spin, nuQ, nu1, times, offset=0.0):
    """Populations of all m levels when the spin starts in m = +I."""
    values, vectors = np.linalg.eigh(hamiltonian(spin, nuQ, nu1, offset))
    phases = np.exp(-2j * np.pi * np.outer(values, times))
    return abs(vectors @ (phases * vectors[0].conj()[:, None]))**2


def coherence_from_iz(spin, nuQ, nu1, time):
    """Element (+I, -I) of the density matrix that starts as Iz."""
    values, vectors = np.linalg.eigh(hamiltonian(spin, nuQ, nu1))
    u = vectors @ np.diag(np.exp(-2j * np.pi * values * time)) @ vectors.conj().T
    return (u @ spin_operators(spin)[2] @ u.conj().T)[0, -1]


def leakage_bound(spin, nuQ, nu1):
    if spin == 1:
        return 2 * nu1**2 / (nuQ**2 / 4 + 4 * nu1**2)
    return sum(1.5 * nu1**2 / ((nuQ - s * nu1)**2 + 3 * nu1**2) for s in (1, -1))


def peak_at_half_offset(spin, nuQ, nu1):
    rate = leading_nutation(spin, nuQ, nu1)
    times = np.linspace(0, 1 / rate, 4001)
    return populations(spin, nuQ, nu1, times, rate / (2 * spin))[-1].max()


names = {1: "spin 1 DQ", 1.5: "spin 3/2 TQ"}
prefactor = {1: 2.0, 1.5: 1.5}
correction = {1: -4.0, 1.5: -1.25}      # relative, times (nu1/nuQ)**2
shift_factor = {1: 1.0, 1.5: 0.75}      # common shift over nu1**2/nuQ

ix, iy, iz = spin_operators(1.5)
assert np.allclose(ix @ iy - iy @ ix, 1j * iz)

nuQ, nu1 = 100.0, 10.0
print(f"quadrupole line spacing nuQ = {nuQ:.1f} kHz")
print(f"irradiation strength nu1 = {nu1:.1f} kHz, nu1/nuQ = {nu1 / nuQ:.2f}")

x = sp.symbols("x", positive=True)
for spin in (1, 1.5):
    n = int(2 * spin)
    name = names[spin]

    # closed form against diagonalization, also far from weak irradiation
    for ratio in (0.1, 0.5, 2.0):
        assert np.isclose(outer_splitting(spin, 1.0, ratio),
                          closed_nutation(spin, 1.0, ratio), rtol=1e-10)

    # symbolic expansion of the closed form
    series = sp.series(closed_nutation(spin, sp.Integer(1), x, sp.sqrt),
                       x, 0, n + 3).removeO()
    coeffs = [float(sp.expand(series).coeff(x, k)) for k in range(n + 3)]
    expected = [0.0] * (n + 3)
    expected[n] = prefactor[spin]
    expected[n + 2] = prefactor[spin] * correction[spin]
    assert np.allclose(coeffs, expected, atol=1e-12)

    # exponent and prefactor from diagonalization alone
    small = 0.01
    s1, s2 = (outer_splitting(spin, 1.0, r) for r in (small, 2 * small))
    exponent = np.log2(s2 / s1)
    r1, r2 = s1 / small**n, s2 / (2 * small)**n
    extrapolated = (4 * r1 - r2) / 3
    slope = (r2 - r1) / (3 * small**2) / extrapolated
    assert abs(exponent - n) < 3e-3          # finite-ratio correction of order x^2
    assert abs(extrapolated - prefactor[spin]) < 1e-5
    assert abs(slope - correction[spin]) < 0.03   # next term of order x^2
    print(f"{name}: local exponent of nu1 (ratios 0.01, 0.02) = {exponent:.4f}")
    print(f"{name}: ratio to power law at 0.02, 0.01 = {r2:.6f}, {r1:.6f}")
    print(f"{name}: prefactor extrapolated to zero = {extrapolated:.5f}")
    print(f"{name}: relative correction / (nu1/nuQ)^2 = {slope:.3f}")

    # shifts, coupling and phase of the effective two-level Hamiltonian
    phase = 0.4
    eff = numerical_effective(spin, 1.0, small, phase)
    shift = shift_factor[spin] * small**2
    coupling = leading_nutation(spin, 1.0, small) / 2 * np.exp(-1j * n * phase)
    assert np.allclose(np.diag(eff).real, shift, rtol=1e-3, atol=0)
    assert abs(eff[0, 0] - eff[1, 1]) < 1e-3 * abs(coupling)
    assert abs(eff[0, 1] - coupling) < 1e-3 * abs(coupling)

    # weak-irradiation dynamics; deviations are of order (nu1/nuQ)^2
    weak = 0.02
    rate = leading_nutation(spin, 1.0, weak)
    times = np.linspace(0, 1 / rate, 2001)
    transfer = populations(spin, 1.0, weak, times)[-1]
    assert np.max(abs(transfer - np.sin(np.pi * rate * times)**2)) < 0.015
    assert abs(coherence_from_iz(spin, 1.0, weak, 0.25 / rate) - 1j * spin) < 0.015
    assert abs(peak_at_half_offset(spin, 1.0, weak) - 0.5) < 0.01

    # worked example
    lead = leading_nutation(spin, nuQ, nu1)
    exact = outer_splitting(spin, nuQ, nu1)
    times = np.linspace(0, 1 / exact, 20001)
    pops = populations(spin, nuQ, nu1, times)
    leak = pops[1:-1].sum(axis=0).max()
    bound = leakage_bound(spin, nuQ, nu1)
    assert 0.97 * bound < leak < bound * (1 + 1e-9)
    assert pops[-1].max() > 0.95
    coherence = abs(coherence_from_iz(spin, nuQ, nu1, 0.25 / exact)) / spin
    print(f"{name}: common level shift = {shift_factor[spin] * nu1**2 / nuQ:.4f} kHz")
    print(f"{name}: effective coupling = {lead / 2:.4f} kHz")
    print(f"{name}: nutation leading = {lead:.4f} kHz, exact = {exact:.4f} kHz")
    print(f"{name}: leading formula too high by {100 * (lead / exact - 1):.2f} %")
    print(f"{name}: 90 deg pulse leading = {0.25 / lead:.4f} ms,"
          f" exact = {0.25 / exact:.4f} ms")
    print(f"{name}: peak transfer +I to -I = {pops[-1].max():.4f}")
    print(f"{name}: largest inner population = {leak:.4f}, bound = {bound:.4f}")
    print(f"{name}: coherence after exact 90 deg pulse / I = {coherence:.4f}")
    print(f"{name}: half-transfer offset = {lead / n:.4f} kHz,"
          f" peak there = {peak_at_half_offset(spin, nuQ, nu1):.4f}")

# central transition of spin 3/2 nutates at the same time, but fast
levels = np.linalg.eigvalsh(hamiltonian(1.5, nuQ, nu1))
central = levels[1] - levels[0]
assert np.isclose(central, 2 * nu1 - outer_splitting(1.5, nuQ, nu1), rtol=1e-10)
print(f"spin 3/2 central-transition nutation = {central:.4f} kHz")

print("scan: nu1 | DQ leading, exact | TQ leading, exact (all kHz)")
for strength in (2.5, 5.0, 10.0, 20.0):
    row = [f(s, nuQ, strength) for s in (1, 1.5)
           for f in (leading_nutation, outer_splitting)]
    print(f"{strength:5.1f} | {row[0]:.5f}, {row[1]:.5f} | {row[2]:.6f}, {row[3]:.6f}")

print("checks complete")
```

Output:

```
quadrupole line spacing nuQ = 100.0 kHz
irradiation strength nu1 = 10.0 kHz, nu1/nuQ = 0.10
spin 1 DQ: local exponent of nu1 (ratios 0.01, 0.02) = 1.9983
spin 1 DQ: ratio to power law at 0.02, 0.01 = 1.996810, 1.999201
spin 1 DQ: prefactor extrapolated to zero = 2.00000
spin 1 DQ: relative correction / (nu1/nuQ)^2 = -3.984
spin 1 DQ: common level shift = 1.0000 kHz
spin 1 DQ: effective coupling = 1.0000 kHz
spin 1 DQ: nutation leading = 2.0000 kHz, exact = 1.9258 kHz
spin 1 DQ: leading formula too high by 3.85 %
spin 1 DQ: 90 deg pulse leading = 0.1250 ms, exact = 0.1298 ms
spin 1 DQ: peak transfer +I to -I = 1.0000
spin 1 DQ: largest inner population = 0.0690, bound = 0.0690
spin 1 DQ: coherence after exact 90 deg pulse / I = 0.9999
spin 1 DQ: half-transfer offset = 1.0000 kHz, peak there = 0.4980
spin 3/2 TQ: local exponent of nu1 (ratios 0.01, 0.02) = 2.9995
spin 3/2 TQ: ratio to power law at 0.02, 0.01 = 1.499250, 1.499812
spin 3/2 TQ: prefactor extrapolated to zero = 1.50000
spin 3/2 TQ: relative correction / (nu1/nuQ)^2 = -1.250
spin 3/2 TQ: common level shift = 0.7500 kHz
spin 3/2 TQ: effective coupling = 0.0750 kHz
spin 3/2 TQ: nutation leading = 0.1500 kHz, exact = 0.1481 kHz
spin 3/2 TQ: leading formula too high by 1.27 %
spin 3/2 TQ: 90 deg pulse leading = 1.6667 ms, exact = 1.6879 ms
spin 3/2 TQ: peak transfer +I to -I = 0.9998
spin 3/2 TQ: largest inner population = 0.0300, bound = 0.0300
spin 3/2 TQ: coherence after exact 90 deg pulse / I = 0.9887
spin 3/2 TQ: half-transfer offset = 0.0500 kHz, peak there = 0.4989
spin 3/2 central-transition nutation = 19.8519 kHz
scan: nu1 | DQ leading, exact | TQ leading, exact (all kHz)
  2.5 | 0.12500, 0.12469 | 0.002344, 0.002342
  5.0 | 0.50000, 0.49510 | 0.018750, 0.018691
 10.0 | 2.00000, 1.92582 | 0.150000, 0.148113
 20.0 | 8.00000, 7.01562 | 1.200000, 1.139009
checks complete
```
